# Weak and Strong Limits of the Mayadas–Shatzkes Grain-Boundary Resistivity, part 2

How should grain boundaries enter the resistivity $\rho$ of a narrow polycrystalline line: as a fixed addition to the bulk value $\rho_0$, or through the full Mayadas–Shatzkes formula? The algebra uses atomic units ($\hbar$, electron mass and elementary charge equal 1); example energies are in eV, lengths in Å.

Boundaries are randomly placed delta planes of strength $S$, normal to the current along $x$, with mean spacing $D$. Bulk scattering is isotropic, with relaxation time $\tau$ and mean free path $\lambda$. On the Fermi sphere of radius $k_F$, $\mu=k_x/k_F$. A plane reflects with probability $|r|^2=S^2/(k_x^2+S^2)$, called $R$ at $|k_x|=k_F$. For weak planes the golden rule gives the rate of flips $k_x\to-k_x$, with $k=|k_x|$ and sample length $L$:

$$W=2\pi\,\frac{S^2}{LD}\,\frac{L}{2\pi k}=\frac{S^2}{D|k_x|}. \tag{4}$$

In the kinetic equation, bulk collisions and flips give the relaxation rate $(1+a/|\mu|)/\tau$, with boundary strength $a=(2\lambda/D)R/(1-R)$. The customary definition, $a=(\lambda/D)R_c/(1-R_c)$, uses an effective $R_c$. The result is

$$\frac{\rho_0}{\rho}=3\int_0^1\frac{\mu^3}{\mu+a}d\mu
=3\left[\frac13-\frac a2+a^2-a^3\ln\left(1+\frac1a\right)\right]. \tag{9}$$

Angle brackets denote the average with weight $3\mu^2$ on $0<\mu<1$, so $\rho_0/\rho=\langle1/(1+a/\mu)\rangle$. For weak boundaries $\rho/\rho_0\simeq1+3a/2$, where $3/2=\langle1/\mu\rangle$ comes from averaging rates.

The model metal has Fermi energy 7.0 eV, $S=2.0$ eV Å and $k_F=1.3555$ Å$^{-1}$, hence $R/(1-R)=0.0375$ and $R=0.0361$. Its three cases are:

- $\lambda=400$ Å, $D=2000$ Å: $a=0.0150$;
- $\lambda=400$ Å, $D=200$ Å: $a=0.150$;
- $\lambda=40000$ Å, $D=200$ Å: $a=15.0$.

The random-plane reflection test listed in the numerical output used much weaker planes than these.

### Strong boundaries

For $a>1$ the fraction in (9) can be expanded for all $\mu$ in the range:

$$\frac{1}{\mu+a}=\frac1a-\frac{\mu}{a^2}+\frac{\mu^2}{a^3}-\frac{\mu^3}{a^4}+\dots$$

Multiplying by $\mu^3$ and integrating gives

$$\frac{\rho_0}{\rho}=3\left[\frac1{4a}-\frac1{5a^2}+\frac1{6a^3}-\frac1{7a^4}+\dots\right]
=\frac{3}{4a}(1-y),$$

where

$$y=\frac{4}{5a}-\frac{2}{3a^2}+\frac{4}{7a^3}-\dots .$$

The inverse is $(4a/3)(1+y+y^2+y^3+\dots)$. Its coefficient at order $1/a$ is $4/5$. At order $1/a^2$ it is $-2/3+16/25=-2/75$. At order $1/a^3$ there are three contributions: $4/7$ from $y$, $-2(4/5)(2/3)=-16/15$ from $y^2$, and $64/125$ from $y^3$. They add to $44/2625$. Multiplication by $4a/3$ gives

$$\frac{\rho}{\rho_0}=\frac{4a}{3}+\frac{16}{15}-\frac{8}{225a}+\frac{176}{7875a^2}+\dots \tag{11}$$

The leading term is again an average, but of times instead of rates. When boundaries dominate, the relaxation time is $\tau\mu/a$. Since $\langle\mu\rangle=3/4$, the conductivity ratio is $3/(4a)$. Directions conduct in parallel, so their relaxation times are averaged, and the resistivity is the inverse of that average.

The constant $16/15$ has a similar origin. To second order in $1/a$, $\rho_0/\rho=\langle\mu\rangle/a-\langle\mu^2\rangle/a^2$. Inverting gives

$$\frac{\rho}{\rho_0}=\frac{a}{\langle\mu\rangle}+\frac{\langle\mu^2\rangle}{\langle\mu\rangle^2}+\dots,\qquad
\frac{\langle\mu^2\rangle}{\langle\mu\rangle^2}=\frac{3/5}{9/16}=\frac{16}{15}.$$

If all electrons had the same $\mu$ the constant would be 1, the bulk resistivity itself. The excess $1/15$ is the variance of $\mu$ divided by the square of its mean.

### Bounds for every boundary strength

The two slopes also bound the complete formula. Put $u=1/\mu$ and $h(u)=1/(1+au)$. Its second derivative, $2a^2/(1+au)^3$, is positive, so the curve lies above its tangent at $u=\langle u\rangle=3/2$. Averaging the tangent removes its linear term, which leaves $\langle h(u)\rangle>h(3/2)$. Thus $\rho_0/\rho>1/(1+3a/2)$.

For the other side, use $q(\mu)=\mu/(\mu+a)=1-a/(\mu+a)$. Its second derivative, $-2a/(\mu+a)^3$, is negative, so the curve lies below its tangent at $\langle\mu\rangle=3/4$. Hence

$$\frac{\rho_0}{\rho}<\frac{3/4}{3/4+a}=\frac{1}{1+4a/3}.$$

The inequalities are strict because $\mu$ varies over the range. Together they give, for every $a>0$,

$$1+\frac{4a}{3}<\frac{\rho}{\rho_0}<1+\frac{3a}{2}. \tag{12}$$

This settles how well a fixed boundary resistivity works within formula (9). In atomic units $\rho_0=1/(n\tau)$, with $n$ the electron density, and $a$ is proportional to $\tau$. The product $\rho_0a$ is therefore independent of bulk scattering. By (12), the increase $\rho-\rho_0$ lies between $4/3$ and $3/2$ of this product. If the mean free path changes while the planes stay the same, the boundary contribution can fall by less than one ninth of its weak-boundary value. Matthiessen's rule, the addition of independent resistivities, is thus approximate in this model, with a bounded error.

The second and third model cases show the effect. Both have $D=200$ Å and the same planes, while $\lambda$ rises from 400 to 40000 Å. The coefficient $(\rho/\rho_0-1)/a$ falls from 1.445 to 1.338, a decrease of 7.4% relative to the first value. For the weakest case, $a=0.0150$, it is 1.490, close to $3/2$. These are values of the formula; the finite strength of the planes lowers the coefficient by about 3% at $a=0.0150$ and 1% at $a=0.150$, as the last section describes.

### Which expression to use

The linear law $1+3a/2$ is 1% too high, relative to the full formula, at $a=0.20$. The bare law $4a/3$ is still 1% too low at $a=79$. The constant in (11) explains the second number. A deficit of $16/15$ is 1% of $\rho/\rho_0$ when that ratio is about 107, so $4a/3$ is about 105.6 and $a$ about 79.

Retaining the constant changes the range greatly. At $a=1$ the formula gives 2.378 and $4a/3+16/15$ gives 2.400, an excess of 0.9%. At $a=10$ the values are 14.397 and 14.400. For the model case $a=15.0$ the formula gives 21.06, as does the law with the constant, while $4a/3$ alone gives 20.00. The linear weak-boundary law gives 23.50 there.

The strong-boundary law must not be carried to small $a$. At $a=0.01$ it predicts 0.013 without the constant and 1.080 with it, where the formula gives 1.015. If one simple expression is wanted over the whole range, the lower bound $1+4a/3$ has the correct value at $a=0$ and the correct leading slope at large $a$. At $a=0.1$, 1 and 10 it is low by 1.1%, 1.9% and 0.4% of the formula's value.

For general use the full formula is cheap, but its evaluation needs care at large $a$. Expanding the logarithm gives

$$a^3\ln\left(1+\frac1a\right)=a^2-\frac a2+\frac13-\frac1{4a}+\dots,$$

so the first three terms cancel against the rest of the bracket. Terms of size $a^2$ combine to leave $1/(4a)$. With relative rounding error $\epsilon$, the estimated relative error of the result is $4\epsilon a^3$.

This estimate assumes that the logarithm is evaluated by a function that takes $1/a$ as its argument, usually named `log1p`. If $1+1/a$ is formed first, its rounding error is multiplied by $a^3$, and the relative error of the result grows to about $4\epsilon a^4$. In double precision, with $\epsilon\approx10^{-16}$, that is of order one at $a=10^4$.

Two remedies are available. The integral in (9) has a positive integrand and no cancellation, so numerical quadrature is safe at large $a$. Alternatively, switch to the first three terms of (11) near $a=100$. From the next term, the relative truncation error is about $(44/2625)/a^3$, or $2\times10^{-8}$ at that point, and it decreases beyond it.

### Extracting the boundary strength from a resistivity

The inverse problem has one solution for each $\rho/\rho_0>1$, because the integrand in (9) decreases with $a$ at every $\mu>0$. Solving the two inequalities in (12) for $a$ gives a bracket for a root finder:

$$\frac23\left(\frac{\rho}{\rho_0}-1\right)<a<\frac34\left(\frac{\rho}{\rho_0}-1\right). \tag{13}$$

For $\rho/\rho_0=1.2167$ the bracket runs from 0.1445 to 0.1625, and the root is $a=0.150$. With $\lambda=400$ Å and $D=200$ Å, the odds of reflection follow as

$$\frac{R}{1-R}=\frac{aD}{2\lambda}=\frac{0.150\times200}{800}=0.0375 .$$

Using the slope $4/3$ for the increase in the weak regime, where $3/2$ applies, would make the inferred $a$ too large by the factor $(3/2)/(4/3)=9/8$. The customary definition of $a$, which lacks the 2, would return odds of 0.075 from the same data. That value is an effective parameter and should not be compared directly with a computed reflection probability.

### Where the model limits the formula

The algebraic limits hold for (9) without further conditions. Their application to a metal rests on the assumptions of the kinetic equation, and two of these deserve a check in each calculation.

The first is weak reflection. It becomes doubtful gradually as $|k_x|$ decreases: in atomic units, a plane of strength $S$ reflects one tenth of the electrons at $|k_x|=3|S|$ and one half at $|k_x|=|S|$. The golden rule fails most clearly for the electrons with $|k_x|<|S|$. In the three model cases, in order of increasing $a$, the formula assigns these electrons 0.67%, 0.43% and 0.15% of the current. Their share falls because strong boundaries suppress grazing electrons most. These are shares of the current, not of the added resistance, in which grazing electrons weigh more heavily. Nor are they error bounds, since a better treatment could assign those electrons a larger current.

How much this matters depends on $\lambda/D$. If interference is ignored and an electron crosses many planes between bulk collisions, the odds of reflection add from plane to plane. For a delta plane these odds equal $S^2/k_x^2$ at any strength, so (4) and (9) hold for $\lambda\gg D$ without weak reflection. When $D$ is comparable to $\lambda$ or larger, they do not. The kinetic equation solved in space, with the exact $|r|^2$ at each randomly placed plane and no interference, gives $(\rho/\rho_0-1)/a$ of about 1.45, 1.43 and 1.338 for the three cases, against 1.490, 1.445 and 1.338 from the formula. For $D\gg\lambda$ the slope is about 1.45 at $R=0.036$ and about 1.36 at $R=1/2$. The slope $3/2$ therefore requires weak planes, and small $a$ alone is not enough.

The second is the neglect of interference between successive reflections. Between two bulk collisions an electron keeps its parallel wave vector and moves back and forth through a fixed set of planes, so its reflected waves can interfere. The flip rate is half the boundary relaxation rate, or $a/(2|\mu|\tau)$. The mean number of flips during a time $\tau$ is therefore $a/(2|\mu|)$. For small $a$ this is small except at grazing angles, and repeated reflection is rare. For $a=15.0$ it is 7.5 even at normal incidence.

The strong-boundary limit is thus the regime in which the kinetic equation is least secure. The value 21.06 is what the formula gives for the third case. Whether a metal with such planes would follow it depends on processes that destroy phase memory between reflections, and the model does not contain them. A calculation that reaches large $a$ because $\lambda$ is long, as in a pure metal at low temperature, should treat $4a/3+16/15$ as the limit of the formula and examine interference separately.

The numerical output lists the model cases, the comparison over five values of $a$, and the expansion coefficients obtained from the integral.

## Computed values

```
MODEL PARAMETERS
Fermi energy = 7.0 eV
plane strength S = 2.0 eV angstrom
Fermi wave number = 1.3555 1/angstrom
S/k_F in atomic units = 0.1936 (no unit)
reflection probability R at k_F = 0.03614 (no unit)
odds R/(1-R) = 0.03750 (no unit)
effective R, customary definition = 0.06976
random planes: mean reflection / sum of single reflections
  k_x = k_F: 1.003; k_x = k_F/2: 0.997
WORKED CASES (lengths in angstrom, other entries without unit)
lambda = 400, D = 2000: a = 0.01500
  rho/rho0: kinetic 1.02235, formula 1.02235
  1+3a/2 = 1.02250, 4a/3 = 0.02000
  4a/3+16/15 = 1.08666
  (rho/rho0 - 1)/a = 1.4904
  current share with |k_x| < S: 0.667 percent
lambda = 400, D = 200: a = 0.14998
  rho/rho0: kinetic 1.21670, formula 1.21670
  1+3a/2 = 1.22497, 4a/3 = 0.19998
  4a/3+16/15 = 1.26664
  (rho/rho0 - 1)/a = 1.4449
  current share with |k_x| < S: 0.426 percent
lambda = 40000, D = 200: a = 14.99820
  rho/rho0: kinetic 21.06199, formula 21.06199
  1+3a/2 = 23.49730, 4a/3 = 19.99760
  4a/3+16/15 = 21.06426
  (rho/rho0 - 1)/a = 1.3376
  current share with |k_x| < S: 0.147 percent
TABLE: a, rho/rho0, 1+3a/2, 4a/3, 4a/3+16/15 (no units)
   0.01    1.01493    1.01500    0.01333    1.08000
   0.10    1.14573    1.15000    0.13333    1.20000
   1.00    2.37779    2.50000    1.33333    2.40000
  10.00   14.39665   16.00000   13.33333   14.40000
 100.00  134.39965  151.00000  133.33333  134.40000
1+3a/2 is 1 percent too high at a = 0.1985
4a/3 is 1 percent too low at a = 79.17
EXPANSION COEFFICIENTS FROM THE INTEGRAL (no units)
a = 0.0001: (rho/rho0 - 1)/a = 1.49993
a = 0.0001: second-order remainder/a^2 = -0.74780
a = 0.0001: third-order remainder/a^3 = 22.014
  3 ln(1/a) - 45/8 = 22.006
a = 1000: rho/rho0 - 4a/3 = 1.066631
  16/15 = 1.066667
a = 1000: (rho/rho0 - 4a/3 - 16/15)*a = -0.03553
  -8/225 = -0.03556
```
